# Strictly correlated electrons in a one-dimensional Lorentzian density: a numerical check

```python
"""Strictly correlated electrons (SCE) for two electrons on a line.
Density n(x) = (2/pi)/(1+x^2), repulsion 1/|x-y|, Hartree atomic units.
Results under test:
  co-motion function  f(x) = -1/x   (partner position of an electron at x)
  minimum repulsion   Vee = 1/pi
  potential           v(x) = [arctan(1/|x|) + |x|/(1+x^2)]/2, v(infinity)=0
The minimum is found independently as a discrete optimal assignment.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, linear_sum_assignment

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def density(x):
    return (2 / np.pi) / (1 + x * x)


def comotion(x):
    return -1 / x


def potential(x):
    r = np.abs(x)
    return 0.5 * (np.pi / 2 - np.arctan(r) + r / (1 + r * r))


def integrate_line(function):
    left = quad(function, -np.inf, 0, epsabs=1e-11, epsrel=1e-11)[0]
    right = quad(function, 0, np.inf, epsabs=1e-11, epsrel=1e-11)[0]
    return left + right


# Normalization, and partners from the defining integral of the density
number = integrate_line(density)
assert abs(number - 2) < 1e-9


def partner_from_integral(x):
    def excess(y):
        return abs(quad(density, x, y, epsabs=1e-12)[0]) - 1
    if x < 0:
        return brentq(excess, x, 100, xtol=1e-12)
    return brentq(excess, -100, x, xtol=1e-12)


for x in (-3.0, -0.25, 0.6, 2.0):
    assert abs(partner_from_integral(x) - comotion(x)) < 1e-7

# Energy of the state in which the partner sits at f(x)
energy_curve = 0.5 * integrate_line(
    lambda x: density(x) * abs(x) / (1 + x * x))
for x in (-3.0, -0.25, 0.6, 2.0):
    assert abs(1 / abs(x - partner_from_integral(x))
               - abs(x) / (1 + x * x)) < 1e-7
assert abs(energy_curve - 1 / np.pi) < 1e-9

# Independent minimum: equal-weight points, optimal assignment of partners
POINTS = 400
CENTRE, WIDTH = 0.5, 0.8   # second Lorentzian used to change the density


def quantile_points(mix):
    """Points of equal weight for the density (1-mix)*n + mix*g."""
    target = (np.arange(POINTS) + 0.5) / POINTS
    low = np.full(POINTS, -np.pi / 2)
    high = np.full(POINTS, np.pi / 2)
    for _ in range(60):
        angle = 0.5 * (low + high)
        x = np.tan(angle)
        shifted = np.arctan((x - CENTRE) / WIDTH)
        cumulative = 0.5 + ((1 - mix) * angle + mix * shifted) / np.pi
        below = cumulative < target
        low = np.where(below, angle, low)
        high = np.where(below, high, angle)
    return np.tan(0.5 * (low + high))


def assignment_minimum(mix):
    x = quantile_points(mix)
    distance = np.abs(x[:, None] - x[None, :])
    np.fill_diagonal(distance, 1e-6)   # forbids an electron on itself
    cost = 1 / distance
    rows, columns = linear_sum_assignment(cost)
    return cost[rows, columns].mean(), x, x[columns]


energy_assigned, points, partners = assignment_minimum(0.0)
partner_error = np.max(np.abs(partners * points + 1))
assert partner_error < 1e-7
# midpoint discretization error is of order 1/POINTS^2
assert abs(energy_assigned - 1 / np.pi) < 5e-5

# A competing state with the same density: quarter shift of the cumulative
def quarter_shift_repulsion(q):
    x = np.tan(np.pi * (q - 0.5))
    y = np.tan(np.pi * ((q + 0.25) % 1 - 0.5))
    return 1 / abs(x - y)


energy_quarter = (quad(quarter_shift_repulsion, 0, 0.75)[0]
                  + quad(quarter_shift_repulsion, 0.75, 1)[0])
assert energy_quarter > energy_curve + 0.01

# Potential: integrate the repulsive force from infinity
for x in (0.0, 0.3, 1.0, 2.0, 7.0):
    work = quad(lambda s: (s / (1 + s * s))**2, x, np.inf, epsabs=1e-12)[0]
    assert abs(work - potential(x)) < 1e-9
for x in (-2.0, -0.4, 0.7, 3.0):
    step = 1e-5
    slope = (potential(x + step) - potential(x - step)) / (2 * step)
    y = partner_from_integral(x)
    force_slope = -np.sign(x - y) / (x - y)**2
    assert abs(slope - force_slope) < 1e-7

# Global inequality: total potential energy is never below -pi/4
grid_x = np.tan(np.linspace(-1.568, 1.568, 1201))
grid_y = np.tan(np.linspace(-1.567, 1.5675, 1194))
separation = np.abs(grid_x[:, None] - grid_y[None, :])
separation = np.maximum(separation, 1e-12)
total = (1 / separation - potential(grid_x)[:, None]
         - potential(grid_y)[None, :])
lowest_total = total.min()
assert lowest_total > -np.pi / 4 - 1e-12
assert lowest_total < -np.pi / 4 + 1e-4

# Lower bound from the shifted potential u = v - pi/8
dual_value = integrate_line(
    lambda x: density(x) * (potential(x) - np.pi / 8))
assert abs(dual_value - energy_curve) < 1e-8

# Functional derivative along an asymmetric change of density
def density_change(x):
    other = (2 / np.pi) * WIDTH / ((x - CENTRE)**2 + WIDTH**2)
    return other - density(x)


mix_step = 0.01
derivative_numeric = (assignment_minimum(mix_step)[0]
                      - assignment_minimum(-mix_step)[0]) / (2 * mix_step)
derivative_formula = integrate_line(
    lambda x: potential(x) * density_change(x))
# error: second order in mix_step and in 1/POINTS
assert abs(derivative_numeric - derivative_formula) < 5e-4
assert abs(derivative_formula) > 5e-3

# Large-distance form 1/x - 2/(3 x^3)
far = 100.0
tail_coefficient = (1 - far * potential(far)) * far**2
assert abs(tail_coefficient - 2 / 3) < 1e-3

# Worked example
x0 = 2.0
y0 = partner_from_integral(x0)
repulsion = 1 / abs(x0 - y0)
potential_sum = potential(x0) + potential(y0)
assert abs(potential_sum - repulsion - np.pi / 4) < 1e-8

print(f"number of electrons: {number:.6f}")
print(f"example position x: {x0:.4f} bohr")
print(f"partner position f(x): {y0:.4f} bohr")
print(f"distance: {abs(x0 - y0):.4f} bohr")
print(f"repulsion at this distance: {repulsion:.4f} hartree")
print(f"v at x: {potential(x0):.4f} hartree")
print(f"v at f(x): {potential(y0):.4f} hartree")
print(f"sum of the two potentials: {potential_sum:.4f} hartree")
print(f"sum minus repulsion: {potential_sum - repulsion:.4f} hartree")
print(f"v at the origin: {potential(0.0):.4f} hartree")
print(f"Vee SCE by quadrature: {energy_curve:.6f} hartree")
print(f"Vee SCE converted: {energy_curve * HARTREE_EV:.3f} eV")
print(f"lower bound, integral of u n: {dual_value:.6f} hartree")
print(f"points in the assignment: {POINTS}")
print(f"Vee from optimal assignment: {energy_assigned:.6f} hartree")
print(f"largest |x*partner + 1| in assignment: {partner_error:.1e}")
print(f"Vee of quarter-shift state: {energy_quarter:.6f} hartree")
print(f"lowest total potential energy on grid: {lowest_total:.6f} hartree")
print(f"centre of second Lorentzian: {CENTRE:.2f} bohr")
print(f"half-width of second Lorentzian: {WIDTH:.2f} bohr")
print(f"mixing step: {mix_step:.3f}")
print(f"dVee/dmix from assignments: {derivative_numeric:.5f} hartree")
print(f"dVee/dmix from potential: {derivative_formula:.5f} hartree")
print(f"distance for tail test: {far:.0f} bohr")
print(f"x*v(x) at that distance: {far * potential(far):.6f}")
print(f"tail coefficient (1 - x*v)*x^2: {tail_coefficient:.4f} bohr^2")
print("tests ok")
```

Printed output:

```
number of electrons: 2.000000
example position x: 2.0000 bohr
partner position f(x): -0.5000 bohr
distance: 2.5000 bohr
repulsion at this distance: 0.4000 hartree
v at x: 0.4318 hartree
v at f(x): 0.7536 hartree
sum of the two potentials: 1.1854 hartree
sum minus repulsion: 0.7854 hartree
v at the origin: 0.7854 hartree
Vee SCE by quadrature: 0.318310 hartree
Vee SCE converted: 8.662 eV
lower bound, integral of u n: 0.318310 hartree
points in the assignment: 400
Vee from optimal assignment: 0.318313 hartree
largest |x*partner + 1| in assignment: 1.3e-13
Vee of quarter-shift state: 0.568310 hartree
lowest total potential energy on grid: -0.785398 hartree
centre of second Lorentzian: 0.50 bohr
half-width of second Lorentzian: 0.80 bohr
mixing step: 0.010
dVee/dmix from assignments: 0.03650 hartree
dVee/dmix from potential: 0.03650 hartree
distance for tail test: 100 bohr
x*v(x) at that distance: 0.999933
tail coefficient (1 - x*v)*x^2: 0.6666 bohr^2
tests ok
```
